# Line shape of immobile spins in thick conducting silicon

A flat silicon sample with real conductivity $\sigma$ fills $z>0$ and contains identical immobile spins 1/2, spread uniformly in depth. A microwave magnetic field of fixed amplitude $H_0$ and angular frequency $\omega$ lies in the surface. A static field $B$, normal to the surface, is swept through resonance, and the spectrometer records the derivative of the absorbed power with respect to $B$.

Assume local Ohm's law with a scalar conductivity (no Hall current), negligible displacement current, a weak unsaturated spin response with a single relaxation time $T_2$, and small field modulation. The algebra uses atomic units, $\hbar=e=m_e=4\pi\varepsilon_0=1$, with $\mathbf B=\mu_0(\mathbf H+\mathbf M)$ and $\mu_0=4\pi\alpha^2$, where $\alpha$ is the fine-structure constant. Oscillating quantities are real parts of amplitudes times $e^{i\omega t}$, and $\chi=\chi'-i\chi''$, so $\chi''>0$ means absorption.

## (a) Find the spin susceptibility near resonance.

**Answer.** Let axis 3 be the static field direction and axis 1 the microwave field direction. Write $\omega_0=\gamma B$, $\Gamma=1/T_2$ and $M_0$ for the equilibrium magnetization. To first order in the drive, $\dot{\mathbf M}=\gamma\mathbf M\times\mathbf B$ with transverse relaxation gives

$$(i\omega+\Gamma)M_1=\omega_0M_2,\qquad (i\omega+\Gamma)M_2=\gamma M_0\mu_0H-\omega_0M_1 .$$

The driving induction is taken as $\mu_0H$, because the spins' own contribution is smaller by a factor of order $\chi$. The field radiated by $M_2$ acts back on $H$ only at second order in $\chi$. Eliminating $M_2$,

$$\chi=\frac{M_1}{H}=\frac{\mu_0\gamma M_0\,\omega_0}{\omega_0^2+(i\omega+\Gamma)^2}
=\frac{\mu_0\gamma M_0\,\omega_0}{(\omega_0-\omega+i\Gamma)(\omega_0+\omega-i\Gamma)} .$$

Near resonance the second factor is $2\omega_0$. Define $x=(\omega_0-\omega)/\Gamma=(B-B_{\rm res})/\Delta B$, where $\Delta B=\Gamma/\gamma$ is the half width at half maximum. Then

$$\chi=\frac{C}{x+i},\qquad \chi'=\frac{Cx}{1+x^2},\qquad \chi''=\frac{C}{1+x^2},\qquad C=\tfrac12\mu_0\gamma M_0T_2 .$$

$M_0$ varies with $B$, but negligibly across a line with $\Delta B\ll B_{\rm res}$, so $C$ is a constant. Dispersion $\chi'$ and absorption $\chi''$ have the same prefactor.

## (b) Find the change in absorbed power caused by the spins in a thick sample.

**Answer.** With $H$ along axis 1 and $E$ along axis 2, Maxwell's equations are

$$H'=\sigma E,\qquad E'=i\omega\mu_0(1+\chi)H,$$

where primes on fields denote $d/dz$. Hence $H''=i\omega\mu_0\sigma(1+\chi)H$. The decaying solution is $H=H_0e^{-\kappa z}$ with $\kappa^2=i\omega\mu_0\sigma(1+\chi)$. Since $\sqrt i=(1+i)/\sqrt2$,

$$\kappa=\kappa_0\sqrt{1+\chi},\qquad \kappa_0=\frac{1+i}{\delta},\qquad \delta=\sqrt{\frac{2}{\omega\mu_0\sigma}} .$$

The power per area entering the sample is $P=\tfrac12\,{\rm Re}(-EH^*)$ at $z=0$. With $E=-\kappa H/\sigma$ this is $\tfrac12H_0^2\,{\rm Re}\,Z$, where $Z=\kappa/\sigma$. Expanding the root and using $1/(\sigma\delta)=\omega\mu_0\delta/2$,

$$\delta Z=\frac{1+i}{\sigma\delta}\,\frac{\chi}{2}=\frac{\omega\mu_0\delta}{4}(1+i)\chi .$$

The real part of $(1+i)(\chi'-i\chi'')$ is $\chi'+\chi''$, so

$$\delta P=\frac{\omega\mu_0\delta H_0^2}{8}\,(\chi'+\chi'') .$$

Dispersion and absorption enter equally because the thick-conductor impedance has a phase of 45°.

## (c) Local magnetic loss involves only $\chi''$. Where does $\chi'$ enter?

**Answer.** It enters through the heating by eddy currents. The direct magnetic loss is, to first order,

$$\tfrac12\omega\mu_0\chi''\int_0^\infty|H|^2dz=\tfrac12\omega\mu_0\chi''H_0^2\,\frac{\delta}{2}=\frac{\omega\mu_0\delta H_0^2}{4}\chi'' .$$

The eddy loss is

$$\tfrac12\sigma\int_0^\infty|E|^2dz=\frac{H_0^2}{4\sigma}\,\frac{|\kappa|^2}{{\rm Re}\,\kappa} .$$

To first order $|\kappa|^2=(2/\delta^2)(1+\chi')$ and ${\rm Re}\,\kappa=(1/\delta)[1+(\chi'+\chi'')/2]$. Their quotient changes by the relative amount $\chi'-(\chi'+\chi'')/2=(\chi'-\chi'')/2$. Without spins the eddy loss is $H_0^2/(2\sigma\delta)=\omega\mu_0\delta H_0^2/4$, so its change is $\omega\mu_0\delta H_0^2(\chi'-\chi'')/8$. Adding the magnetic loss recovers (b).

A finite-difference solution of the field equation with $\chi'=6.0\times10^{-4}$ and $\chi''=8.0\times10^{-4}$ gave changes of $-2.5\times10^{-5}$ (eddy) and $2.0\times10^{-4}$ (magnetic), in units of $\omega\mu_0\delta H_0^2$. These agree with the two formulas. The eddy loss falls here because $\chi''>\chi'$.

## (d) Find the ratio of the two main peak heights, measured from the baseline, and locate the zero crossing between them.

**Answer.** The absorbed-power line is proportional to $f=(1+x)/(1+x^2)$. Its derivative is

$$f'=\frac{(1+x^2)-2x(1+x)}{(1+x^2)^2}=\frac{1-2x-x^2}{(1+x^2)^2} .$$

Differentiating again,

$$f''=\frac{(-2-2x)(1+x^2)-4x(1-2x-x^2)}{(1+x^2)^3}
=\frac{2(x^3+3x^2-3x-1)}{(1+x^2)^3} .$$

The cubic factors as $(x-1)(x^2+4x+1)$, so the extrema lie at $x=1$ and $x=-2\pm\sqrt3$.

At $x=1$, $f'=-2/4=-1/2$. At the other two roots $x^2=-4x-1$, so $1+x^2=-4x$ and $1-2x-x^2=2+2x$. Hence $f'=(1+x)/(8x^2)$. For $x=-2+\sqrt3$, $x^2=7-4\sqrt3$, whose reciprocal is $7+4\sqrt3$. Therefore

$$f'=\frac{(\sqrt3-1)(7+4\sqrt3)}{8}=\frac{5+3\sqrt3}{8}=1.2745 .$$

Replacing $\sqrt3$ by $-\sqrt3$ gives the third extremum, $(5-3\sqrt3)/8=-0.0245$ at $x=-3.732$, a shallow dip on the low-field side. The main peaks are the other two. Let $A$ be the height of the taller and $B$ that of the smaller (in the ratio $A/B$, $B$ does not mean the static field):

$$\boxed{\frac AB=\frac{(5+3\sqrt3)/8}{1/2}=\frac{5+3\sqrt3}{4}=2.549\approx2.55}$$

The taller peak $A$ is on the low-field side. The peaks are $(3-\sqrt3)\Delta B$ apart. The zeros of $f'$ are $x=-1\pm\sqrt2$, and the one between the main peaks is $x=\sqrt2-1=0.414$. The crossing therefore lies above the true resonance field.

## (e) How does the result change for spins at the Si/SiO$_2$ interface, and for a plate of finite thickness?

**Answer.** A formula for arbitrary $\chi(z)$ is needed. Let $E,H$ be the fields without spins and $\tilde E,\tilde H$ those with spins. From the equations in (b),

$$\frac{d}{dz}(E\tilde H-\tilde EH)=-i\omega\mu_0\chi H\tilde H,$$

because the terms in $\sigma E\tilde E$ and $i\omega\mu_0H\tilde H$ cancel. At the surface $E=-Z_0H_0$ and $\tilde E=-ZH_0$, so the bracket equals $\delta Z\,H_0^2$ there. It vanishes deep inside. Integrating, and setting $\tilde H\approx H$ at first order,

$$\delta Z=i\omega\mu_0\int\chi(z)\left(\frac{H}{H_0}\right)^2dz .$$

The square of $H$ enters, not its modulus squared, so spins at different depths contribute with different phases.

For an interface layer of thickness $t\ll\delta$, $H\approx H_0$ and ${\rm Re}\,\delta Z=\omega\mu_0t\chi''$. The line is pure absorption. Its derivative is antisymmetric and $A/B=1$, even though the silicon beneath is thick and conducting.

For a plate of thickness $d$ with equal fields on both faces, $H\propto\cosh\kappa_0y$, with $y$ measured from the midplane, where $E=0$ by symmetry. Let $u=\kappa_0d/2$. The integral over half the plate is

$$\int_0^{d/2}\frac{\cosh^2\kappa_0y}{\cosh^2u}\,dy=\frac{G}{2\kappa_0},\qquad G=\tanh u+u\,{\rm sech}^2u .$$

For a thin plate $G\approx2u$, so $\delta Z=i\omega\mu_0\chi d/2$ and $A/B=1$ again. For a thick plate $G\to1$, which restores (b).

The approach to the thick limit is not monotonic. Let $s=d/\delta$. For large $s$, $G\approx1+(4u-2)e^{-2u}$ with $2u=(1+i)s$, so

$${\rm Im}\,G\approx e^{-s}\,[\,2s\cos s-2(s-1)\sin s\,] .$$

This is negative at $s=3$, which pulls the phase of $\delta Z/\chi$ below 45° and gives dispersion the larger weight. Pure dispersion would have derivative $(1-x^2)/(1+x^2)^2$, with extrema $1$ at $x=0$ and $-1/8$ at $x^2=3$, hence a ratio of 8. The computed ratios are 1.46 at $s=1$ and 4.44 at $s=3$. A plate a few skin depths thick is therefore not yet thick for this purpose.

## (f) Why must the spins be immobile?

**Answer.** Let the spins diffuse with coefficient $D$ and be reflected at the surface without relaxing. Then $\Gamma$ becomes $\Gamma-D\,d^2/dz^2$ in (a). With $\ell^2=DT_2$ and $a=1-ix$,

$$(a-\ell^2\,d^2/dz^2)M=-iCH_0e^{-\kappa_0z},\qquad M'(0)=0 .$$

Let $q=\sqrt a/\ell$. The solution is

$$M=\frac{-iCH_0}{\ell^2(q^2-\kappa_0^2)}\left[e^{-\kappa_0z}-\frac{\kappa_0}{q}e^{-qz}\right] .$$

In the integral of (e), $M$ replaces $\chi\tilde H$. Using $q^2+q\kappa_0-2\kappa_0^2=(q-\kappa_0)(q+2\kappa_0)$,

$$\delta Z=\frac{i\omega\mu_0}{H_0}\int_0^\infty Me^{-\kappa_0z}dz=\omega\mu_0C\,\frac{q+2\kappa_0}{2\kappa_0\ell^2q(q+\kappa_0)^2} .$$

If $DT_2\ll\delta^2$, then $|q|\gg|\kappa_0|$ and the fraction becomes $1/(2\kappa_0a)$, the result for immobile spins.

In the opposite limit it becomes $1/(\ell\kappa_0^2\sqrt a)$. Since $\kappa_0^2=2i/\delta^2$, the line is proportional to ${\rm Re}[-i(1-ix)^{-1/2}]$, with derivative $\tfrac12{\rm Re}(1-ix)^{-3/2}$. Setting $x=\tan\theta$ turns this into $\tfrac12\cos^{3/2}\theta\,\cos(3\theta/2)$. Its slope is proportional to $\sin(5\theta/2)$, so the extrema are at $\theta=0$ and $\theta=\pm72°$. The ratio is $(\cos72°)^{-5/2}=18.84$. At $DT_2/\delta^2=1$ the full expression already gives 4.15.

## (g) Apply the result to heavily boron-doped silicon at 20 K.

Take resistivity $\rho=0.010$ ohm cm, thickness 500000 nm, photon energy $\mathcal E=3.93\times10^{-5}$ eV, $g=2.0040$ and $\Delta B=0.100$ mT. Find the peak fields and the error in $g$ if the zero crossing is taken as the resonance, and judge the assumptions.

**Answer.** With $\hbar$ restored, $\delta=\sqrt{2\hbar\rho/(\mu_0\mathcal E)}$, which is 51600 nm (516000 angstrom). The thickness is $500000/51629=9.68$ skin depths. With the inputs taken as exact, so that the small shifts can be seen, resonance is at 338.796 mT, and

- the tall peak is at $338.796-0.268\times0.100=338.769$ mT;
- the opposite peak is at $338.796+0.100=338.896$ mT;
- the zero crossing is at $338.796+0.0414=338.837$ mT.

Reading $g$ from the crossing gives $2.0040\times338.796/338.837=2.00376$, too low by $2.4\times10^{-4}$.

A calculation with the full Bloch response and the finite plate, including displacement current and carrier inertia, gives $A/B=2.5525$, which is 0.14% above the ideal value. Finite thickness alone gives 2.5519. The two current corrections alone, for $10^{19}$ holes per cm$^3$ of mass 0.40 electron masses, give 2.5487. These values omit the Hall current. In the same single-band estimate the Hall angle, mobility times static field, is about 0.002, which lowers the ratio by about 0.003. The sign depends on the sense of precession: electron spins precess opposite to the cyclotron motion of holes (their $\gamma$ is negative, a sign that does not matter elsewhere in this text), and for the opposite sense the ratio would rise by the same amount. That is more than the other two current corrections, so only 2.55 is meaningful for a real sample. The hole mean free path, about 2.7 nm in a single-band estimate, is far below $\delta$, which supports local Ohm's law. For $10^{17}$ spins per cm$^3$ the peak $\chi''$ is $6.7\times10^{-5}$, so the response is weak.

With $T_2=56.7$ ns, an order-of-magnitude estimate of spin diffusion by dipolar coupling gives $DT_2/\delta^2\sim3\times10^{-10}$. Even a trial $D$ of 10 cm$^2$/s gives only 0.021 and a ratio of 2.57. What matters is the distance diffused within $T_2$ compared with $\delta$. A modulation amplitude of 0.010 mT lowers the ratio to 2.54. For an assumed microwave amplitude $B_1=10^{-3}$ mT and $T_1=1000$ ns, $(\gamma B_1)^2T_1T_2=1.8\times10^{-3}$. Only half the amplitude of a linearly oscillating field rotates with the spins, so the saturation parameter is a quarter of this, $4.4\times10^{-4}$, and saturation is weak.

These are rough values for a heavily doped wafer damaged so as to contain dilute bulk defects, such as positively charged divacancies. The defect density is high for a device wafer, and 20 K is far below normal operating temperature. The assumption most at risk is the single Lorentzian line. If unresolved hyperfine or strain shifts made the broadening Gaussian, the model ratio would fall to 1.79, about 30% lower. An equally strong line from another defect orientation, displaced upward by 0.845 mT (an assumed $g$ difference of 0.005), would lower it to 2.47. Defects in a 5 nm interface layer would give 1.00. Resistivity at the measuring temperature matters too: if it were 1 ohm cm at 20 K, with frequency and thickness unchanged, $\delta$ would be ten times larger. The plate would then be about one skin depth thick, and the ratio about 1.4 for a hole mobility up to about $10^3$ cm$^2$/Vs. At $10^4$ cm$^2$/Vs, carrier inertia and the Hall current are no longer small, and they lower it to about 1.3. A boron-doped wafer specified as 1 ohm cm at room temperature is far more resistive at 20 K, because its holes freeze out, and its ratio would be close to 1. A measured 2.55 is thus consistent with immobile bulk spins but does not identify them by itself, since other combinations of phase and broadening can give nearly the same number. For example, a Gaussian line in a plate about 2.4 skin depths thick gives about 2.56.

The remaining computed values are in the numerical output.

## Calculated quantities

```
Closed-form peak ratio A/B: 2.54904 (no unit)
Numerical peak ratio A/B: 2.54904 (no unit)
Tall, opposite, third height: 1.27452, 0.50000, 0.02452 (no unit)
Their positions x: -0.268, 1.000, -3.732 (half widths)
Zero crossing x: 0.4142 (half widths)
Trial chi', chi'': 6.0e-04, 8.0e-04 (no unit)
Eddy-loss change: -2.5000e-05 (w mu0 delta H0^2)
Magnetic-loss change: 2.0000e-04 (w mu0 delta H0^2)
Input photon energy: 3.930e-05 eV
Input resistivity: 0.010 ohm cm
Input thickness: 500000 nm
Input temperature: 20 K
Input g factor: 2.0040 (no unit)
Input half width: 0.100 mT
Input spin density: 1.0e+17 cm^-3
Input hole density: 1.0e+19 cm^-3
Input hole mass: 0.40 electron masses
Input relative permittivity: 11.7 (no unit)
Skin depth: 51629 nm = 516294 angstrom
Thickness / skin depth: 9.68 (no unit)
Resonance field: 338.796 mT
Tall-peak field: 338.769 mT
Opposite-peak field: 338.896 mT
Main peak spacing: 0.1268 mT
Zero-crossing field: 338.837 mT
Apparent g from zero crossing: 2.00376 (no unit)
T2: 56.7 ns
Peak chi'': 6.66e-05 (no unit)
Ratio from full Bloch and plate model: 2.5525 (no unit)
Ratio at thickness/skin depth 0.05: 1.0010 (no unit)
Ratio at thickness/skin depth 1.00: 1.4625 (no unit)
Ratio at thickness/skin depth 3.00: 4.4433 (no unit)
Ratio at thickness/skin depth 9.68: 2.5519 (no unit)
Ratio for 5 nm interface layer: 1.0001 (no unit)
Displacement/conduction current: 6.19e-04 (no unit)
Hole mobility: 62.4 cm2/Vs
Frequency times scattering time: 8.48e-04 (no unit)
Ratio with both current corrections: 2.5487 (no unit)
Hole mean free path: 2.74 nm
Fermi, thermal energy: 0.0423, 0.00172 eV
Dipolar spin diffusion D T2/delta^2: 3.2e-10 (no unit)
Mobile-spin trial D: 10.0 cm2/s
Its D T2/delta^2: 0.0213 (no unit)
Its peak ratio: 2.5734 (no unit)
Ratio at D T2/delta^2 = 1: 4.147 (no unit)
Fast-diffusion ratio, numeric: 18.83 (no unit)
Fast-diffusion ratio, formula: 18.84 (no unit)
Assumed orientation g spread: 0.0050 (no unit)
Neighbour-line distance: 0.845 mT
Ratio with equal neighbour line: 2.4684 (no unit)
Ratio for Gaussian broadening: 1.7892 (no unit)
Modulation amplitude: 0.010 mT
Ratio with finite modulation: 2.5408 (no unit)
Modulation frequency: 1.0e+05 Hz
Modulation skin depth: 1.59e+07 nm
Assumed drive amplitude, T1: 1.0e-03 mT, 1000 ns
Saturation (gamma B1)^2 T1 T2: 1.76e-03 (no unit)
```
